**Backward-Euler trap occupation: bounds, accuracy and neglected effects**

For a trap with capture rate $a$ and emission rate $b$, a backward-Euler step of length $h$ takes the occupation from $f_0$ to $f_1=(f_0+ha)/(1+ha+hb)$. The program solves the implicit equation in exact rational arithmetic for 3000 random cases and asserts that the root agrees with this formula and lies in $[0,1]$. It also asserts the bounds in floating-point arithmetic, the step limits of forward Euler and the trapezoidal rule, and first-order convergence. Quadrature and a sum over trap states test the band density, thermal speed and equilibrium occupation. In the example, a 10 ns step from 0.20 gives 0.682 with backward Euler, against an exact 0.825 and a forward-Euler value of 1.627. At 1000 ns the trapezoidal rule gives 1.640, while backward Euler gives 0.924. The last part of the output shows how the 10 ns result changes with electron degeneracy, depletion of free electrons, tunnelling, diffusion, temperature and trap depth, and it gives a rough equilibrium hole density, assuming a 3 eV gap and equal densities of states in the two bands.

## Verification by program

```python
"""
Result under test: for a trap at fixed free-electron density,
    df/dt = a*(1-f) - b*f,
one backward-Euler step of length h gives
    f_new = (f_old + h*a) / (1 + h*a + h*b),
which lies in [0,1] for every h > 0 whenever f_old does.
f: occupation; a: capture rate (1/s); b: emission rate (1/s).
Densities are in cm^-3, capture coefficients in cm^3/s, energies in eV.
The example uses rough parameters of an amorphous-oxide transistor channel.
"""
import random
from fractions import Fraction
import numpy as np
from scipy import constants as const
from scipy.integrate import quad, solve_ivp
from scipy.optimize import brentq

q, kB, hbar = const.e, const.k, const.hbar
temperature = 300.0
mass_ratio = 0.35
mass = mass_ratio * const.m_e
density = 1e17
depth = 0.15
cross_section = 1e-16
f_start = 0.20


def backward_step(f_old, h, a, b):
    return (f_old + h * a) / ((1 + h * a) + h * b)


def net_rate(f, a, b):
    return a * (1 - f) - b * f


def solve_step(f_old, h, a, b, theta):
    """Root of the linear step equation; theta=1 implicit, 0 explicit."""
    def residual(x):
        return x - f_old - h * (theta * net_rate(x, a, b)
                                + (1 - theta) * net_rate(f_old, a, b))
    at_zero, at_one = residual(0), residual(1)
    return -at_zero / (at_one - at_zero)


def band_density(T):
    return 2 * (mass * kB * T / (2 * np.pi * hbar**2))**1.5 * 1e-6


def mean_speed(T):
    return np.sqrt(8 * kB * T / (np.pi * mass)) * 100


def trap_rates(T, trap_depth):
    coefficient = cross_section * mean_speed(T)
    n_one = band_density(T) / 2 * np.exp(-trap_depth * q / (kB * T))
    return coefficient * density, coefficient * n_one


# Exact rational solutions of the implicit equation, including huge steps.
random.seed(4)
for _ in range(3000):
    old = Fraction(random.randint(0, 1000), 1000)
    ar = random.randint(1, 99) * Fraction(10)**random.randint(-6, 9)
    br = random.randint(0, 99) * Fraction(10)**random.randint(-6, 9)
    hr = random.randint(1, 99) * Fraction(10)**random.randint(-12, 12)
    new = solve_step(old, hr, ar, br, 1)
    steady = ar / (ar + br)
    assert new == backward_step(old, hr, ar, br)
    assert 0 <= new <= 1
    assert min(old, steady) <= new <= max(old, steady)
    assert new - steady == (old - steady) / (1 + hr * (ar + br))

# The stated evaluation order also respects the bounds after rounding.
for _ in range(20000):
    value = backward_step(random.choice([0.0, 1.0, random.random()]),
                          10**random.uniform(-20, 100),
                          10**random.uniform(-10, 15),
                          10**random.uniform(-10, 15))
    assert 0.0 <= value <= 1.0

# Band density and mean speed from integrals over a parabolic band.
thermal = kB * temperature
weight = quad(lambda x: np.sqrt(x) * np.exp(-x), 0, np.inf)[0]
dos_integral = ((2 * mass * thermal / hbar**2)**1.5
                / (2 * np.pi**2) * weight * 1e-6)
Nc = band_density(temperature)
assert np.isclose(dos_integral, Nc, rtol=1e-7)
speed_integral = (np.sqrt(2 * thermal / mass) * 100
                  * quad(lambda x: x * np.exp(-x), 0, np.inf)[0] / weight)
speed = mean_speed(temperature)
assert np.isclose(speed_integral, speed, rtol=1e-7)

capture, emission = trap_rates(temperature, depth)
total = capture + emission
f_steady = capture / total
kT_eV = thermal / q

# Equilibrium from the sum over one empty and two occupied spin states.
fermi_from_edge = kT_eV * np.log(density / dos_integral)
occupied_weight = 2 * np.exp((fermi_from_edge + depth) / kT_eV)
assert np.isclose(occupied_weight / (1 + occupied_weight),
                  f_steady, rtol=1e-7)


def exact_occupation(t):
    return f_steady + (f_start - f_steady) * np.exp(-total * t)


# Numerical time integration checks the continuous solution.
end_time = 20e-9
solution = solve_ivp(lambda s, y: net_rate(y, capture, emission) * end_time,
                     (0, 1), [f_start], rtol=1e-10, atol=1e-12)
assert np.isclose(solution.y[0, -1], exact_occupation(end_time), atol=1e-8)

# Repeated backward steps converge at first order.
errors = []
for count in (400, 800):
    f = f_start
    for _ in range(count):
        f = solve_step(f, end_time / count, capture, emission, 1)
    errors.append(abs(f - solution.y[0, -1]))
order = np.log2(errors[0] / errors[1])
assert abs(order - 1) < 0.02

# The leading one-step error is half the squared scaled step.
small_x = 1e-3
small_h = small_x / total
small_error = ((solve_step(f_start, small_h, capture, emission, 1)
                - exact_occupation(small_h)) / (f_start - f_steady))
assert np.isclose(small_error, small_x**2 / 2, rtol=3e-3)


def largest_safe_step(a, b, theta):
    low, high = 0.0, 1e-6
    for _ in range(70):
        middle = (low + high) / 2
        ends = [solve_step(v, middle, a, b, theta) for v in (0.0, 1.0)]
        if min(ends) >= -1e-12 and max(ends) <= 1 + 1e-12:
            low = middle
        else:
            high = middle
    return low


for a, b in ((capture, emission), (emission, capture),
             (capture, 0.7 * capture)):
    assert np.isclose(largest_safe_step(a, b, 0), 1 / max(a, b), rtol=1e-6)
    assert np.isclose(largest_safe_step(a, b, 0.5), 2 / abs(a - b), rtol=1e-6)
# With equal rates the trapezoidal rule has no such limit.
for h in 10.0**np.arange(-12, 3):
    for start in (0.0, 1.0):
        trial = solve_step(start, h, capture, capture, 0.5)
        assert -1e-12 <= trial <= 1 + 1e-12

# Largest one-step error relative to the initial distance from steady state.
x_worst = brentq(lambda x: np.exp(x) - (1 + x)**2, 1, 5)
worst_error = 1 / (1 + x_worst) - np.exp(-x_worst)
scaled_steps = np.linspace(0.001, 30, 30000)
scan = ((solve_step(f_start, scaled_steps / total, capture, emission, 1)
         - exact_occupation(scaled_steps / total)) / (f_start - f_steady))
assert np.isclose(scan.max(), worst_error, atol=1e-6)
assert abs(scaled_steps[scan.argmax()] - x_worst) < 0.01

# Sizes of neglected effects, one at a time, for a 10 ns step.
h_test = 10e-9
f_base = backward_step(f_start, h_test, capture, emission)


def fermi_integral(eta):
    return 2 / np.sqrt(np.pi) * quad(
        lambda x: np.sqrt(x) / (1 + np.exp(x - eta)), 0, 60)[0]


eta = brentq(lambda z: Nc * fermi_integral(z) - density, -15, 3)
emission_fd = capture / (2 * np.exp(eta + depth / kT_eV))
f_degenerate = backward_step(f_start, h_test, capture, emission_fd)

trap_density = 1e16
coefficient = capture / density


def closed_residual(f):
    free = density - trap_density * (f - f_start)
    return f - f_start - h_test * net_rate(f, coefficient * free, emission)


f_closed = brentq(closed_residual, 0, 1)
free_closed = density - trap_density * (f_closed - f_start)

field = 0.03  # MV/cm
field_si = field * 1e8


def tunnel_action(z):
    length = z * thermal / (q * field_si)
    integral = quad(lambda s: np.sqrt(1 - s), 0, 1)[0]
    return 2 * np.sqrt(2 * mass * z * thermal) / hbar * length * integral


action_unit = 4 * np.sqrt(2 * mass) * thermal**1.5 / (3 * q * hbar * field_si)
assert np.isclose(tunnel_action(3.0), action_unit * 3.0**1.5, rtol=1e-7)
tunnel_factor = 1 + quad(lambda z: np.exp(z - action_unit * z**1.5),
                         0, depth / kT_eV)[0]
f_tunnel = backward_step(f_start, h_test, capture * tunnel_factor,
                         emission * tunnel_factor)

mobility = 10.0
diffusion = mobility * kT_eV
radius = np.sqrt(cross_section / np.pi)
diffusive_coefficient = 4 * np.pi * diffusion * radius
resistance = quad(lambda s: 1 / s**2, 1, np.inf)[0] / (
    4 * np.pi * diffusion * radius)
assert np.isclose(resistance * diffusive_coefficient, 1, rtol=1e-8)
diffusion_factor = 1 / (1 + coefficient / diffusive_coefficient)
f_diffusive = backward_step(f_start, h_test, capture * diffusion_factor,
                            emission * diffusion_factor)
f_hot = backward_step(f_start, h_test, *trap_rates(temperature + 30, depth))
f_shallow = backward_step(f_start, h_test,
                          *trap_rates(temperature, depth - 0.03))
f_deep = backward_step(f_start, h_test,
                       *trap_rates(temperature, depth + 0.03))
gap = 3.0
hole_density = Nc**2 * np.exp(-gap / kT_eV) / density

print(f"temperature = {temperature:.0f} K; mass ratio = {mass_ratio:.2f}")
print(f"free-electron density = {density:.2e} cm^-3")
print(f"trap depth = {depth:.2f} eV; thermal energy = {kT_eV:.5f} eV")
print(f"capture cross-section = {cross_section:.1e} cm^2")
print(f"initial occupation = {f_start:.2f} (dimensionless)")
print(f"band density of states = {Nc:.4e} cm^-3")
print(f"mean thermal speed = {speed:.4e} cm/s")
print(f"capture coefficient = {coefficient:.4e} cm^3/s")
print(f"capture rate = {capture:.4e} 1/s")
print(f"emission rate = {emission:.4e} 1/s")
print(f"total rate = {total:.4e} 1/s")
print(f"relaxation time = {1e9 / total:.4f} ns")
print(f"steady occupation = {f_steady:.5f} (dimensionless)")
print(f"forward-Euler step limit = {1e9 / capture:.4f} ns")
print(f"trapezoidal step limit = {2e9 / abs(capture-emission):.4f} ns")
print("occupations below are dimensionless")
for h_ns in (1, 10, 1000):
    h = h_ns * 1e-9
    implicit = backward_step(f_start, h, capture, emission)
    explicit = solve_step(f_start, h, capture, emission, 0)
    trapezoid = solve_step(f_start, h, capture, emission, 0.5)
    print(f"step {h_ns} ns: h*a={h*capture:.5f}, h*b={h*emission:.5f}")
    print(f"  backward={implicit:.5f}, exact={exact_occupation(h):.5f}")
    print(f"  forward={explicit:.5f}, trapezoidal={trapezoid:.5f}")
    assert 0 <= implicit <= 1
    if h_ns == 10:
        assert explicit > 1
    if h_ns == 1000:
        assert trapezoid > 1
print(f"observed convergence order = {order:.4f}")
print(f"worst scaled step = {x_worst:.4f}; error/gap = {worst_error:.4f}")
print("neglected effects: backward occupation after 10 ns")
print(f"reference = {f_base:.5f}")
print(f"degenerate statistics = {f_degenerate:.5f}")
print(f"  emission-rate ratio = {emission_fd / emission:.5f}")
print(f"no resupply, traps {trap_density:.1e} cm^-3 = {f_closed:.5f}")
print(f"  remaining free electrons = {free_closed:.4e} cm^-3")
print(f"tunnelling at {field:.2f} MV/cm = {f_tunnel:.5f}")
print(f"  factor on both rates = {tunnel_factor:.4f}")
print(f"diffusive capture, {mobility:.0f} cm^2/Vs = {f_diffusive:.5f}")
print(f"  factor on both rates = {diffusion_factor:.4f}")
print(f"temperature {temperature + 30:.0f} K = {f_hot:.5f}")
print(f"trap depth {depth - 0.03:.2f} eV = {f_shallow:.5f}")
print(f"trap depth {depth + 0.03:.2f} eV = {f_deep:.5f}")
print(f"hole density for {gap:.1f} eV gap = {hole_density:.2e} cm^-3")
print("done: every assertion held")
```

Output:

```
temperature = 300 K; mass ratio = 0.35
free-electron density = 1.00e+17 cm^-3
trap depth = 0.15 eV; thermal energy = 0.02585 eV
capture cross-section = 1.0e-16 cm^2
initial occupation = 0.20 (dimensionless)
band density of states = 5.1961e+18 cm^-3
mean thermal speed = 1.8188e+07 cm/s
capture coefficient = 1.8188e-09 cm^3/s
capture rate = 1.8188e+08 1/s
emission rate = 1.4274e+07 1/s
total rate = 1.9616e+08 1/s
relaxation time = 5.0979 ns
steady occupation = 0.92723 (dimensionless)
forward-Euler step limit = 5.4980 ns
trapezoidal step limit = 11.9325 ns
occupations below are dimensionless
step 1 ns: h*a=0.18188, h*b=0.01427
  backward=0.31926, exact=0.32953
  forward=0.34265, trapezoidal=0.32991
step 10 ns: h*a=1.81884, h*b=0.14274
  backward=0.68168, exact=0.82496
  forward=1.62652, trapezoidal=0.92018
step 1000 ns: h*a=181.88371, h*b=14.27410
  backward=0.92354, exact=0.92723
  forward=142.85215, trapezoidal=1.63978
observed convergence order = 1.0022
worst scaled step = 2.5129; error/gap = 0.2036
neglected effects: backward occupation after 10 ns
reference = 0.68168
degenerate statistics = 0.68190
  emission-rate ratio = 0.99322
no resupply, traps 1.0e+16 cm^-3 = 0.67217
  remaining free electrons = 9.5278e+16 cm^-3
tunnelling at 0.03 MV/cm = 0.72882
  factor on both rates = 1.3588
diffusive capture, 10 cm^2/Vs = 0.66606
  factor on both rates = 0.9097
temperature 330 K = 0.65857
trap depth 0.12 eV = 0.61656
trap depth 0.18 eV = 0.70501
hole density for 3.0 eV gap = 1.08e-30 cm^-3
done: every assertion held
```
